# Barrier Error from an Interlayer That Attenuates Thermionic Current a Hundredfold

## Problem

A metal is separated from n-type silicon by an ultrathin oxide. Electrons that reach the silicon surface with enough energy to enter the metal must also tunnel through the oxide, and at 300 K this reduces the thermionic current to one hundredth of its value without the oxide. The barrier $\phi$, measured from the metal Fermi level to the silicon conduction-band edge at the interface, is held fixed in this comparison.

An experimenter extracts the saturation current density $J_s$ from the forward current-voltage curve and converts it to a barrier using the Richardson constant $A$ of the contact without an oxide.

1. Derive $J_s$ when the oxide transmission depends on electron energy, and identify the attenuation factor $P$ that enters it.
2. Does the slope of the current-voltage curve reveal the attenuation?
3. By how much is the barrier overestimated?
4. How can measurements at several temperatures recover the true barrier?
5. Estimate the oxide thickness, and the effect of energy-dependent transmission.
6. Estimate the main effects left out.

Use these rough typical values: $\phi=0.70$ eV, $A=112$ A/cm²K², doping $N=10^{15}$ cm⁻³, conduction-band density of states $N_c=2.8\times10^{19}$ cm⁻³, electron mobility 1400 cm²/Vs, and relative permittivities 11.7 for silicon and 3.9 for the oxide. The oxide presents a tunnel barrier $\chi=3.1$ eV with electron mass $m_i=0.4$.

## Solution

### 1. The saturation current

The algebra uses atomic units, $\hbar=m_e=e=1$, so a voltage and the corresponding electron energy have the same symbol. $J$ is positive when electrons flow from silicon to metal. One isotropic mass $m$, chosen to reproduce the given $A$, represents the silicon band in the flux calculation.

Let $x$ point towards the metal, and measure kinetic energy from the band edge at the interface. An electron there has energy $\phi+k^2/2m$ above the metal Fermi level. A forward bias $V$, assumed to drop entirely in the silicon, raises the silicon Fermi level by $V$. For $\phi-V\gg kT$ the Fermi-Dirac occupation reduces to

$$f\simeq e^{-(\phi-V+k^2/2m)/kT}.$$

There are $2/(2\pi)^3$ states per unit volume of real and momentum space, the 2 being for spin. Each carries flux $k_x/m$ and crosses the oxide with probability $D(E)$, where $E=k_x^2/2m$ is the energy of normal motion. Hence

$$J_\rightarrow=\frac{2}{(2\pi)^3}\int_0^\infty 2\pi k_t\,dk_t\int_0^\infty dk_x\,\frac{k_x}{m}D(E)\,e^{-(\phi-V+E+k_t^2/2m)/kT}.$$

The transverse integral is

$$\int_0^\infty k_t\,e^{-k_t^2/2mkT}dk_t=mkT,$$

and $k_x\,dk_x/m=dE$. The numerical factor is $2\cdot2\pi/(8\pi^3)=1/(2\pi^2)$, so

$$J_\rightarrow=\frac{mkT}{2\pi^2}\,e^{-(\phi-V)/kT}\int_0^\infty D(E)e^{-E/kT}dE.$$

Without the oxide, and with reflection neglected, $D=1$ and the integral equals $kT$. The prefactor is then $AT^2$, with

$$A=\frac{mk^2}{2\pi^2}.$$

With the oxide, define the thermal average

$$P=\frac{1}{kT}\int_0^\infty D(E)e^{-E/kT}dE .$$

This is the ratio of the currents with and without the oxide at the same $\phi$ and $T$. The metal sends back a flux that does not depend on $V$, and the two fluxes must cancel at $V=0$. Subtracting it gives

$$J=J_s\left(e^{V/kT}-1\right),\qquad J_s=PAT^2e^{-\phi/kT}.$$

In SI units $A=4\pi e m k^2/h^3$, which is 120.17 A/cm²K² for the free-electron mass. The chosen $A$ therefore corresponds to $m=112/120.17=0.932$. This is an effective value, not a band mass of silicon: summing the ideal flux over silicon's six anisotropic valleys would give $A$ near 250 A/cm²K².

The same average covers an oxide that is uneven across the contact. If $\phi$ is uniform and the local currents add, $P$ becomes its area average. An opaque film with holes over one hundredth of its area would also give $P=0.01$, provided that the barrier in the holes is still $\phi$.

### 2. What the current-voltage curve shows

Since $e^{V/kT}-1=e^{V/kT}(1-e^{-V/kT})$,

$$\ln\frac{J}{1-e^{-V/kT}}=\ln J_s+\frac{V}{kT}.$$

A factor $P$ independent of bias moves the line down by $\ln(1/P)$ and leaves its slope alone. The ideality factor $n$, defined by writing the slope as $1/(nkT)$, stays at 1 and gives no warning.

If part of the bias drops across the oxide, the barrier may rise with bias as $\phi(V)=\phi+\gamma V$, with $0<\gamma<1$. Then

$$J=J_s e^{-\gamma V/kT}\left(e^{V/kT}-1\right),$$

and the plotted line has slope $(1-\gamma)/kT$, so $n=1/(1-\gamma)>1$. Its intercept is still $\ln J_s$ with the zero-bias barrier. In this model an ideality factor above 1 measures $\gamma$, not $P$. Other processes, such as recombination in the depletion layer, can also raise it.

### 3. The overestimate

The experimenter assumes $J_s=AT^2e^{-\phi_{\rm app}/kT}$ and solves for the apparent barrier:

$$\phi_{\rm app}=kT\ln\frac{AT^2}{J_s}.$$

Inserting the true $J_s$ gives

$$\phi_{\rm app}=kT\ln\frac{e^{\phi/kT}}{P}=\phi+kT\ln\frac1P .$$

Therefore

$$\boxed{\phi_{\rm app}-\phi=kT\ln\frac1P}$$

The sign is positive because the analysis has one way to account for a small current, namely a high barrier. Neither $\phi$ nor $A$ appears in the result.

At 300 K, $kT=0.025852$ eV and $\ln100=4.60517$, so

$$\phi_{\rm app}-\phi=0.025852\times4.60517=0.119\ \text{eV},$$

or $1.91\times10^{-20}$ J.

The currents show the same thing. Here $AT^2=112\times300^2=1.008\times10^7$ A/cm². Multiplying by $e^{-0.70/0.025852}$ gives $1.754\times10^{-5}$ A/cm² without the oxide and $1.754\times10^{-7}$ A/cm² with it. The second value, analysed with the unattenuated $A$, yields

$$\phi_{\rm app}=0.025852\,\ln\frac{1.008\times10^7}{1.754\times10^{-7}}=0.819\ \text{eV}.$$

The error is 17% of the true barrier.

This result was tested by integrating the flux numerically over momentum with full Fermi-Dirac occupations, at nine biases from 0.05 to 0.25 V, and fitting the line of part 2. The fit returned $n=1.00000$ and an apparent barrier of 0.81905 eV. With $D=1$ it returned 0.70000 eV.

The logarithm makes the error insensitive to the precise attenuation. For $P\to1$ it vanishes, each factor of ten adds half of 0.119 eV, and a factor-of-two uncertainty in $P$ changes it by $kT\ln2=0.018$ eV. If the constant used in the analysis is $A'$ instead of $A$, the same substitution gives

$$\phi_{\rm app}-\phi=kT\ln\frac{A'}{PA}.$$

The condition of fixed $\phi$ matters when $P$ is inferred by comparing two diodes. Suppose that adding the oxide also raises the barrier by $\Delta\phi$. The current ratio is then

$$R=Pe^{-\Delta\phi/kT}.$$

A measured $R=0.01$ could mean $P=0.01$ with an unchanged barrier, or $P=1$ with a barrier 0.119 eV higher. In the second case the apparent barrier is correct. A saturation current at one temperature cannot distinguish the two.

### 4. Using several temperatures

Dividing $J_s$ by $T^2$ and taking the logarithm gives

$$\ln\frac{J_s}{T^2}=\ln(PA)-\frac{\phi}{kT}.$$

If $P$ and $\phi$ are independent of temperature, a plot against $1/kT$ has slope $-\phi$. The attenuation appears in the intercept. Five simulated saturation currents between 250 and 350 K gave a barrier of 0.70000 eV and a prefactor of 1.120 A/cm²K², which is $PA$.

Analysing each temperature separately with $A$ gives errors of 0.099 eV at 250 K, 0.119 eV at 300 K and 0.139 eV at 350 K. The apparent barrier rises linearly with $T$, and its extrapolation to $T=0$ is $\phi$.

The separation fails if the barrier itself varies with temperature. For $\phi=\phi_0-\alpha T$,

$$-\frac{\phi}{kT}=-\frac{\phi_0}{kT}+\frac{\alpha}{k}.$$

The slope now gives $\phi_0$, not the barrier at the temperature of use, and the prefactor becomes $PAe^{\alpha/k}$. A barrier that increases with temperature has $\alpha<0$ and reduces the prefactor just as attenuation does. To imitate $P=0.01$ it would have to rise by $k\ln100$, or 0.040 eV per 100 K. A low prefactor alone is therefore not proof of an attenuating layer.

### 5. Thickness and energy dependence

Inside a rectangular tunnel barrier, an electron at the silicon band edge has a wavefunction decaying as $e^{-\kappa x}$, with $\kappa=\sqrt{2m_i\chi}$. Keeping only the exponential in the probability,

$$D(0)=e^{-2\kappa d},\qquad d=\frac{\ln100}{2\kappa}.$$

For the given oxide $\kappa=5.705$ nm⁻¹, and $d=4.605/(2\times5.705)=0.40$ nm.

The exponential leaves out reflection at the oxide faces. To estimate its effect, the wavefunction and its derivative divided by the mass were matched at both faces. The electron had energy $kT$ and mass 0.26 in silicon; the metal had mass 1 and a band bottom 10 eV below the silicon band edge. The transmission was divided by that of the same contact with $d=0$. At 0.40 nm this ratio is 0.027, not 0.010, and reaching 0.010 requires 0.49 nm. With the thermal average, this thickness runs from 0.47 to 0.51 nm as the metal band bottom moves from 5 to 15 eV below the band edge. The thickness is thus uncertain by roughly 0.1 nm within this model alone, whereas the barrier error for a given $P$ is unaffected.

Faster electrons see a lower oxide barrier. For $E\ll\chi$,

$$\sqrt{2m_i(\chi-E)}\simeq\kappa\left(1-\frac{E}{2\chi}\right).$$

Since $2\kappa d=\ln100$, the exponential model becomes

$$D(E)\simeq D(0)e^{sE},\qquad s=\frac{\ln100}{2\chi}=0.743\ \text{eV}^{-1}.$$

The thermal average is

$$P\simeq\frac{D(0)}{kT}\int_0^\infty e^{-(1/kT-s)E}dE=\frac{D(0)}{1-skT},$$

valid for $skT<1$. Here $skT=0.019$. If the hundredfold factor refers to band-edge electrons, so that $D(0)=0.01$, then $P=0.0102$ and the overestimate is 0.1186 eV instead of 0.1191 eV. If it refers to the total current, as in the problem, $P=0.01$ already contains this average and no correction is due. The estimate lets the transmission depend on normal energy alone. If transverse momentum is conserved in the oxide, transverse motion changes $P$ by a similar few per cent at most for electrons near zero transverse momentum, and a heavy transverse mass can reverse the sign of this small correction. Silicon also has valleys far from zero transverse momentum. On a (100) face four of the six are of this kind, and they carry about 80% of the ideal current without an oxide. With strict conservation their transmission at 0.40 nm would be only about $10^{-4}$ in the exponential model. $P$ would then fall to about 0.002, and a thinner oxide would suffice for $P=0.01$.

The Richardson plot also feels the energy dependence, because $P$ now varies with $T$. With $\beta=1/kT$ and $\ln P=\ln D(0)-\ln(1-s/\beta)$, the barrier read from the slope is

$$-\frac{d}{d\beta}\left(-\beta\phi+\ln P\right)=\phi+\frac{s(kT)^2}{1-skT}.$$

In this exponential model the added term is 0.0005 eV at 300 K. Reflection at the interfaces also varies with energy. For abrupt faces, matching the waves as above raises the slope barrier by about 0.01 eV, more than half of which is present even without the oxide. Both shifts are far smaller than the error that the plot removes.

### 6. Effects left out

**Image force and tunnelling in silicon.** Deep in the silicon the band edge lies $kT\ln(N_c/N)$ above the Fermi level, so the zero-bias band bending is

$$\psi=\phi-kT\ln\frac{N_c}{N}=0.435\ \text{eV}.$$

For uniform donor charge and silicon permittivity $\epsilon_s$, the depletion width is $W=\sqrt{2\epsilon_s\psi/N}=750$ nm and the surface field is $F=2\psi/W=0.0116$ MV/cm.

At distance $x$ from a bare metal, the field and the image force lower the electron energy by $Fx+1/(16\pi\epsilon_sx)$. This sum is smallest, and the barrier top lies, where $F=1/(16\pi\epsilon_sx^2)$. The two terms are then equal, and the lowering is

$$\Delta=2\sqrt{\frac{F}{16\pi\epsilon_s}}=\sqrt{\frac{F}{4\pi\epsilon_s}}=0.012\ \text{eV}.$$

The oxide alters the image potential, so this bare-contact value sets a scale only. It matters if $\phi$ is meant to be the barrier before lowering: the apparent barrier then exceeds it by about 0.107 eV. Relative to the lowered barrier, the excess remains 0.119 eV.

Some electrons also tunnel through the depletion barrier just below its top. A semiclassical estimate with mass 0.26 and a sharp barrier top raises the current by a factor 1.19, which would lower the inferred barrier by $kT\ln1.19=0.0045$ eV. For this mass it is an upper estimate, because the image force rounds and widens the top. With the bare-contact image potential above, the same method gives a factor 1.07, or 0.002 eV. If the top is treated as a parabola, partial reflection of electrons just above it cancels most of this and leaves a net gain below 1%. The image potential also reflects electrons where it steepens towards the metal. Solving the wave equation for mass 0.26, with the potential held constant inside a cutoff between 1 and 0.05 nm from the metal and no further step at the metal surface, gives a net loss of about 3% to 37%. That would raise the inferred barrier by 0.001 to 0.012 eV. The figures depend on how the cutoff is made: matching to a semiclassical outgoing wave at 0.05 nm instead gives a loss of about 80%, or 0.04 eV. The sign and size of this correction therefore depend on the potential close to the metal, which the bare-contact image formula does not describe reliably.

**Transport through the depletion layer.** Let $n_m$ be the electron density at the interface and $n_0=N_ce^{-\phi/kT}$ its equilibrium value. With the potential energy $U(x)$ measured from the interface and $x$ now pointing into the silicon, drift and diffusion give

$$J=\mu kT\,e^{-U/kT}\frac{d}{dx}\left(n e^{U/kT}\right).$$

Multiplying by $e^{U/kT}$ and integrating across the layer yields

$$J=v_D\left(n_0e^{V/kT}-n_m\right),\qquad v_D=\frac{\mu kT}{\int_0^W e^{U/kT}dx}.$$

Collection by the metal gives $J=Pv_R(n_m-n_0)$, with $v_R=AT^2/N_c$. Dividing the two equations by their velocities and adding them eliminates $n_m$:

$$J=\frac{Pv_Rn_0\left(e^{V/kT}-1\right)}{1+Pv_R/v_D}.$$

At zero bias $v_R=2.25\times10^6$ cm/s and $v_D=1.57\times10^7$ cm/s. The denominator raises the inferred barrier by 0.003 eV without the oxide, but by only 0.00004 eV with it. The oxide slows collection, so the silicon supplies electrons easily and the thermionic description improves.

These shifts indicate scale only. Drift and diffusion presuppose many collisions while the potential energy changes by $kT$. Near the interface that takes 22 nm, whereas the mean free path is about 44 nm for mass 0.26. A simple simulation that follows electrons between random collisions gives shifts 40 to 50% smaller than the formula if each collision restores a thermal velocity, but more than 50% larger if the collisions are elastic. In both cases the shift with the oxide stays below 0.0001 eV, so the conclusion is unchanged.

**Series resistance.** The undepleted silicon has resistivity $1/(e\mu N)=4.5$ Ω cm. If the current flows uniformly through a wafer 0.5 mm thick, the resistive drop at 0.25 V is only 0.6 mV with the oxide. Without the oxide it is 24 mV, and a fit from 0.05 to 0.25 V then gives $n=1.11$ and a barrier of 0.690 eV. A reference contact without an oxide should therefore be fitted at lower bias or corrected for resistance.

**Hole current.** Holes injected into the silicon carry a saturation current $D_pn_i^2/(L_pN)$. With rough values $D_p=12$ cm²/s, $L_p=0.01$ cm and $n_i=10^{10}$ cm⁻³, and with no attenuation of the holes, this is $1.1\times10^{-4}$ of the electron current through the oxide. The electron current falls as $e^{-\phi/kT}$, so at fixed doping the two would become equal near

$$\phi=0.70+kT\ln\frac{1}{1.1\times10^{-4}}\simeq0.94\ \text{eV}.$$

There their sum is twice the electron current, which by itself would lower the inferred barrier by $kT\ln2=0.018$ eV.

Recombination in the depletion layer matters sooner. Take mid-gap traps and equal electron and hole lifetimes of $L_p^2/D_p=8$ µs. At $\phi=0.70$ eV recombination then adds less than 0.2% to the electron current between 0.05 and 0.25 V. At the crossover barrier, 0.936 eV, it is about 14 times the electron current at 0.05 V, and it raises the fitted ideality factor to about 1.3. The total current then no longer measures the electron barrier. The figures near 0.94 eV are rough, because above about 0.86 eV the equilibrium hole density at the silicon surface exceeds the doping and the depletion approximation becomes less accurate.

**Oxide electrostatics and comparison with real contacts.** Without charge at the interface between oxide and silicon, continuity of electric displacement makes the oxide field $11.7/3.9=3$ times the silicon surface field, or 0.035 MV/cm. This is far below the roughly 10 MV/cm at which good oxide breaks down. Across 0.40 nm the potential drop is 0.0014 V. A barrier near 0.7 eV and the chosen doping are ordinary for metal contacts to n-silicon. The thickness is not: native oxides are roughly 1 to 2 nm thick, while 0.4 to 0.5 nm is only a few atomic spacings, where bulk values of $\chi$ and $m_i$ are indicative at best. The assumption most exposed in real contacts is that the oxide leaves $\phi$ unchanged. A sheet charge $\sigma$ at the silicon surface, with its field lines ending on the metal, shifts the barrier by $\sigma d/\epsilon_i$, where $\epsilon_i$ is the oxide permittivity. For $10^{12}$ elementary charges per cm² and $d=0.40$ nm this is 0.019 eV, upwards for negative charge and downwards for positive. Such a shift changes the true barrier, and the analysis error $kT\ln(1/P)$ is added to the shifted value.

The numerical output lists the main computed values.

## Computed results

```
Temperature: 300 K; kT: 0.025852 eV
Attenuation P: 0.01; ln(1/P): 4.60517
True barrier: 0.70 eV
Richardson constant, free electron: 120.17 A/cm2/K2
Richardson constant, contact: 112.0 A/cm2/K2
Effective flux mass: 0.932 electron masses
Js without layer: 1.7538e-05 A/cm2
Js with layer: 1.7538e-07 A/cm2
Ideality factor with layer: 1.00000
Barrier inferred without layer: 0.70000 eV
Barrier inferred with layer: 0.81905 eV
OVERESTIMATE: 0.11905 eV
Overestimate in joules: 1.9074e-20 J
Overestimate at 250 K: 0.0992 eV
Overestimate at 300 K: 0.1191 eV
Overestimate at 350 K: 0.1389 eV
Richardson-plot barrier: 0.70000 eV
Richardson-plot constant: 1.1200 A/cm2/K2
Error for factor 2 in P: 0.0179 eV
Oxide barrier: 3.1 eV; mass: 0.4 electron masses
Oxide decay constant kappa: 5.705 1/nm
Thickness, exponential estimate: 0.404 nm
Wave-matched attenuation at that thickness: 0.0274
Thickness, wave-matched at energy kT: 0.493 nm
Thermal mean P if D(0)=0.01: 0.010197
Overestimate if D(0)=0.01: 0.11855 eV
Silicon doping: 1.0e+15 cm^-3
Band bending: 0.4353 eV
Depletion width: 750.3 nm
Silicon surface field: 0.01160 MV/cm
Image-force lowering: 0.0120 eV
Tunnelling gain near barrier top: 1.190
Tunnelling shift of inferred barrier: -0.0045 eV
Oxide potential drop at zero bias: 0.00140 V
Oxide field at zero bias: 0.0348 MV/cm
Shift for 1e12 charges/cm2: 0.0187 eV
Thermionic collection velocity: 2.247e+06 cm/s
Drift-diffusion velocity: 1.573e+07 cm/s
Diffusion-limit shift, no layer: 0.00345 eV
Diffusion-limit shift, with layer: 0.000037 eV
Hole/electron saturation-current ratio: 1.10e-04
```
